# The minimum thermoelastic quality factor of a silicon beam

**Question**

I am stuck on an exercise about thermoelastic damping. For silicon it gives $E=169$ GPa, linear expansivity $\alpha=2.6\times10^{-6}$ /K and heat capacity $C=1.63\times10^6$ J/(m³ K), and it asks me to show that Zener's minimum quality factor at 300 K is near 9500.

I know that a solid is slightly stiffer when it is deformed too fast for heat to escape. I worked out that relative stiffening and took its inverse as $Q$, but I get about 4760, half the expected value. I also don't see how the question can be answered without the beam's thickness or frequency, since heat must need time to cross the beam. Where does the factor of two come from, and how far should I trust the answer for a real beam?

**Answer**

The stiffening you computed is the right material parameter, but it is not itself the loss. Even at the worst frequency, only half of it appears as loss in Zener's law. The thickness decides where that frequency lies, and it drops out of the depth of the minimum.

**The material parameter**

Take a slender beam along $x$, with thickness $h$ in the $y$ direction and the only stress being $\sigma$ along $x$. Let $\theta$ be the small temperature change from $T$, $E$ the isothermal Young modulus, and $C$ the heat capacity per volume at constant stress. The strain is

$$\varepsilon=\frac{\sigma}{E}+\alpha\theta .$$

The entropy per volume also depends on stress. From $dG=-s\,dT-\varepsilon\,d\sigma$, equality of the mixed derivatives gives $(\partial s/\partial\sigma)_T=(\partial\varepsilon/\partial T)_\sigma=\alpha$, so

$$ds=\frac{C}{T}\,d\theta+\alpha\,d\sigma .$$

If no heat flows, $ds=0$ and $d\theta=-\alpha T\,d\sigma/C$. Inserting this in the strain gives

$$d\varepsilon=\frac{d\sigma}{E}\left(1-\Delta\right),\qquad \Delta=\frac{E\alpha^2T}{C},\qquad \frac{E_{\rm ad}}{E}=\frac1{1-\Delta}.$$

To leading order the relative stiffening is therefore $\Delta$, the relaxation strength.

**Heat flow in the bent beam**

In bending, $\varepsilon=gy$, with $y$ measured from the mid-plane and $g$ the curvature up to a sign. One side is compressed and warms while the other is stretched and cools. Heat flows between them, out of step with the motion, and this costs energy.

The linearized heat balance is $T\,\partial s/\partial t=\kappa\,\partial^2\theta/\partial y^2$, where $\kappa$ is the thermal conductivity and flow along the beam is neglected. With $\sigma=E(\varepsilon-\alpha\theta)$ it becomes

$$C(1-\Delta)\frac{\partial\theta}{\partial t}+E\alpha T\frac{\partial\varepsilon}{\partial t}=\kappa\frac{\partial^2\theta}{\partial y^2}.$$

I now drop $\Delta$ beside 1, which changes $Q$ by a relative amount of order $\Delta$. For amplitudes multiplying $e^{i\omega t}$, and with $D=\kappa/C$,

$$i\omega\theta-D\theta''=-i\omega\frac{E\alpha T}{C}\,g\,y .$$

The faces are insulated, so $\theta'=0$ at $y=\pm h/2$. The source is odd in $y$, and the odd functions that meet this condition are $\sin k_ny$ with $k_n=(2n+1)\pi/h$, $n=0,1,\dots$ Expand $y=\sum_n a_n\sin k_ny$. Integration by parts gives

$$\int_{-h/2}^{h/2}y\sin k_ny\,dy=\frac{2(-1)^n}{k_n^2},\qquad a_n=\frac2h\,\frac{2(-1)^n}{k_n^2}.$$

The boundary term vanishes because $\cos(k_nh/2)=0$. Each mode relaxes in a time $\tau_n=1/(Dk_n^2)$, and

$$\theta=-\frac{E\alpha T}{C}\,g\sum_n a_n\frac{i\omega\tau_n}{1+i\omega\tau_n}\sin k_ny .$$

**From temperature to loss**

Per unit width, the moment is $M=\int\sigma y\,dy$ and the second moment of area is $I=h^3/12$. Inserting $\theta$,

$$M=EIg\left[1+\Delta\sum_n f_n\frac{i\omega\tau_n}{1+i\omega\tau_n}\right],$$

$$f_n=\frac{a_n}{I}\int y\sin k_ny\,dy=\frac{12}{h^3}\,\frac{4}{hk_n^2}\,\frac{2}{k_n^2}=\frac{96}{\pi^4(2n+1)^4}.$$

The weights add up to 1, because $\sum_n a_n\int y\sin k_ny\,dy=\int y^2dy=I$.

Write $M=(E'+iE'')Ig$. For a real curvature $g_0\cos\omega t$, the moment is $Ig_0(E'\cos\omega t-E''\sin\omega t)$. The work lost per cycle is $\oint M\,dg=\pi E''Ig_0^2$, and the peak stored energy is $\tfrac12E'Ig_0^2$. I define $Q$ as $2\pi$ times peak stored energy over energy lost per cycle, so $1/Q=E''/E'$. Since

$$\frac{iz}{1+iz}=\frac{z^2+iz}{1+z^2},$$

the loss to leading order in $\Delta$ is

$$\frac1Q=\Delta\sum_n f_n\frac{\omega\tau_n}{1+\omega^2\tau_n^2}.$$

The curvature varies along the beam, but every slice has the same ratio of loss to stored energy, so this is also the $Q$ of the whole mode.

**Zener's minimum**

The first weight is 0.98553. Zener's law gives the first mode the entire weight:

$$\frac1Q=\Delta\frac{\omega\tau}{1+\omega^2\tau^2},\qquad \tau=\tau_0=\frac{h^2}{\pi^2D}.$$

Turned over, this is $Q=(\omega\tau+1/\omega\tau)/\Delta$. From $(\omega\tau-1)^2\ge0$ it follows that $\omega\tau+1/\omega\tau\ge2$, with equality at $\omega\tau=1$. Hence

$$Q_{\min}=\frac2\Delta=\frac{2C}{E\alpha^2T}.$$

This is your missing factor of two. In very slow motion the temperature stays uniform, and in very fast motion almost no heat crosses. Both are nearly lossless. At $\omega\tau=1$ the factor $i/(1+i)=(1+i)/2$ puts half of $\Delta$ into stiffness and half into loss.

The numbers are

$$E\alpha^2=(169\times10^9)(2.6\times10^{-6})^2=1.14244\ \text{J/(m³ K²)},$$

$$\Delta=\frac{1.14244\times300}{1.63\times10^6}=2.1027\times10^{-4},\qquad Q_{\min}=\frac{2}{2.1027\times10^{-4}}=9512 .$$

**What the single-mode law leaves out**

Each factor $\omega\tau_n/(1+\omega^2\tau_n^2)$ in the full sum is at most $1/2$, and the weights sum to 1. The factors cannot all reach $1/2$ at one frequency, because the $\tau_n$ differ. So, to leading order in $\Delta$, $2/\Delta$ is a strict lower bound for the full transverse heat-flow model.

To find the minimum itself, solve the heat equation in closed form. With $p^2=i\omega/D$, the solution with insulated faces is

$$\theta=-\frac{E\alpha T}{C}g\left[y-\frac{\sinh py}{p\cosh(ph/2)}\right].$$

The first term balances the source, the second solves the source-free equation, and their slopes cancel at the faces. Using

$$\int_{-h/2}^{h/2}y\sinh py\,dy=\frac hp\cosh\frac{ph}2-\frac2{p^2}\sinh\frac{ph}2,$$

the moment becomes

$$\frac{M}{EIg}=1+\Delta\left[1-\frac{12}{(ph)^2}+\frac{24}{(ph)^3}\tanh\frac{ph}2\right].$$

Set $ph=(1+i)\xi$ with $\xi=h\sqrt{\omega/2D}$. Then $(ph)^2=2i\xi^2$ and $(ph)^3=2(i-1)\xi^3$, so the two prefactors are $-12/(ph)^2=6i/\xi^2$ and $24/(ph)^3=-6(1+i)/\xi^3$. Also

$$\tanh\frac{(1+i)\xi}{2}=\frac{\sinh\xi+i\sin\xi}{\cosh\xi+\cos\xi}.$$

The imaginary part is therefore

$$\frac1Q=\Delta\left[\frac6{\xi^2}-\frac6{\xi^3}\,\frac{\sinh\xi+\sin\xi}{\cosh\xi+\cos\xi}\right].$$

Its bracket has a numerical maximum of 0.49418 at $\xi=2.2246$, or $\omega\tau=1.0028$. The refined minimum is $Q=9624$, which is 1.18 % above Zener's value. The first mode contributes at most $0.98553/2=0.4928$ to this value of 0.49418. The faster modes add little, since their weights are small and they are far from their own peaks.

The two laws differ more at high frequency. There the bracket tends to $6/\xi^2=12/(\pi^2\omega\tau)$, whereas Zener's factor tends to $1/\omega\tau$. Zener's law then underestimates the loss by a factor approaching $12/\pi^2\approx1.22$. At low frequency the sum gives $(\pi^2/10)\,\omega\tau$, about 1.3 % below Zener's factor.

As a test of the closed formula, the bending mode was coupled to a temperature field on 240 cells, and $Q$ was read from the decay of the free oscillation. For $\omega\tau$ near 0.2, 1 and 5, the largest relative difference was $1.8\times10^{-4}$.

**Is heat conduction the whole loss?**

In this model it is. Conduction produces entropy at the rate $\kappa\theta'^2/T^2$ per volume, which costs energy at $T$ times that rate. Averaging over time gives a factor $1/2$ and a cycle lasts $2\pi/\omega$, so with $g$ as a real amplitude

$$\frac1Q=\frac{\kappa}{\omega TEIg^2}\int|\theta'|^2dy .$$

Insert the mode sum and use $a_n^2h/2=If_n$:

$$\frac1Q=\Delta\sum_nf_n\frac{Dk_n^2}{\omega}\,\frac{\omega^2\tau_n^2}{1+\omega^2\tau_n^2}.$$

Since $Dk_n^2=1/\tau_n$, this is the loss already found from the moment.

**A beam that sits at the minimum**

Thickness enters through $f=1/(2\pi\tau)=\pi D/(2h^2)$. For silicon I take rough values $\kappa=150$ W/(m K) and density $\rho=2330$ kg/m³, so $D=0.920$ cm²/s. A beam 20 µm thick has $\tau=0.440$ µs and its Zener peak at 361 kHz.

Let the beam be 20 µm wide, $L=700$ µm long and clamped at both ends. With $u=x/L$, the shape that satisfies the clamp at $u=0$ is $\cosh\beta u-\cos\beta u-s(\sinh\beta u-\sin\beta u)$. Zero displacement and slope at $u=1$ require

$$\cosh\beta-\cos\beta=s(\sinh\beta-\sin\beta),\qquad \sinh\beta+\sin\beta=s(\cosh\beta-\cos\beta).$$

Eliminating $s$ gives $(\cosh\beta-\cos\beta)^2=\sinh^2\beta-\sin^2\beta$, that is $\cosh\beta\cos\beta=1$. The first positive root is $\beta=4.730$. The bending equation $EI\,w''''=\rho h\omega^2w$ then gives

$$f=\frac{\beta^2}{2\pi L^2}\sqrt{\frac{Eh^2}{12\rho}}=357\ \text{kHz},\qquad \omega\tau=0.989 .$$

Shear and rotary inertia, left out here, lower this frequency by about 0.4 %. The full formula gives $Q=9625$. The minimum is flat: with $\tau$ fixed, a frequency 5 % lower gives 9644. To escape it you need a large change. At $\omega\tau=0.1$ or 10, Zener's law gives $Q=10.1/\Delta$, about five times the minimum.

The temperatures involved are tiny. For a surface strain of $10^{-5}$, the surface would swing by $E\alpha T\varepsilon/C=0.81$ mK without heat flow; with heat flow the amplitude is 0.47 mK.

**How far to trust the number**

The modulus of 169 GPa is appropriate for a beam along <110>. The thermoelastic value itself depends on the inputs and the geometry:

- **Expansivity.** Because $Q_{\min}\propto\alpha^{-2}$, the rounding of $\alpha$ by $\pm0.05\times10^{-6}$ /K alone spans 9160 to 9890. The answer is therefore good to about 4 %. The heat capacity matters too: tabulated values at 300 K are nearer $1.66\times10^6$ J/(m³ K), which alone would raise $Q_{\min}$ by 2 %.
- **Temperature.** With rough slopes of $8\times10^{-9}$ /K² for $\alpha$ and 1700 J/(m³ K²) for $C$, and $E$ held fixed, Zener's minimum at 310 K is about 8 % lower than at 300 K.
- **Width.** If a strip in the (001) plane is wide enough to block transverse strain, the stress sum is $E\varepsilon/(1-\nu)$ instead of $E\varepsilon$. The temperature change grows by $1/(1-\nu)$, and so does the stress it causes. Relative to the strip stiffness $E/(1-\nu^2)$, the relaxation strength becomes $\Delta(1+\nu)/(1-\nu)$. With $\nu=0.061$, from rough elastic constants, $Q_{\min}$ falls to about 8400. The bound $2/\Delta$ must then use this larger strength.

If no heat enters the clamps, heat flow along this beam is estimated to add 0.4 % to the relaxation rate, which hardly matters at a flat minimum. The curvature is largest at the clamps, however, and clamps that stay at a fixed temperature would raise $Q$ by a few percent. Fourier's law needs more care. A gray estimate of the phonon free path is 50 nm, or 0.0025 of the thickness, but in silicon at 300 K much of the heat is carried by phonons with free paths from hundreds of nanometres to microns. The effective conductivity across 20 µm can therefore lie several percent below the bulk value. At the flat minimum this matters little: a conductivity 15 % lower raises $Q$ by about 1 %. Much thinner beams need a separate check.

A measured $Q$ includes other losses, whose inverse $Q$ values add. For nitrogen at 0.01 Torr, free-molecular drag with specular reflection adds 0.13 % to the thermoelastic loss. Radiation into a silicon block that is thick compared with the sound wavelength, over 1 cm at this frequency, adds a few percent as an order-of-magnitude estimate. An ordinary wafer is not thick in this sense: treated as an unbounded plate 0.5 mm thick and driven normal to its face, it would absorb about as much as the thermoelastic loss itself. Surface loss, phonon-viscosity loss and residual stress are not included, so 9500 is a thermoelastic value, not a prediction of the total measured $Q$. The numerical output below lists the inputs and results.

## Calculated quantities

```
Young modulus E = 169 GPa
expansivity alpha = 2.60 1e-6/K
heat capacity C = 1.63 1e6 J/m3K
temperature T = 300 K
E alpha^2 = 1.14244 J/m3K2
E alpha^2 T = 342.73 J/m3K
relaxation strength Delta = 2.1027e-04
Zener minimum Q = 2/Delta = 9512
first thermal-mode weight = 0.98553
full-solution peak of loss/Delta = 0.49418
full-solution peak at omega tau = 1.0028
full-solution peak at xi = 2.2246
full-solution minimum Q = 9624
full minimum above Zener minimum = 1.18 %
largest ring-down mismatch = 1.8e-04 (relative)
rough conductivity = 150 W/mK
rough density = 2330 kg/m3
diffusivity D = 0.920 cm2/s
beam length, thickness, width = 700, 20, 20 um
relaxation time tau = 0.4404 us
Zener peak frequency = 361.4 kHz
clamped-beam root beta = 4.73004
beam resonance = 357.3 kHz
omega tau at resonance = 0.9888
Zener Q at resonance = 9512
full thermoelastic Q at resonance = 9625
Q if frequency is 5 % lower = 9644
chosen surface strain = 1e-05
adiabatic surface temperature swing = 0.809 mK
actual surface temperature swing = 0.468 mK
Zener minimum for alpha = 2.65e-6/K: 9156
Zener minimum for alpha = 2.55e-6/K: 9888
rough slope of alpha = 8 1e-9/K2
rough slope of C = 1700 J/m3K2
Zener minimum at 310 K = 8754
rough c11, c12, c44 = 166, 64, 80 GPa
<110> modulus from these = 169.7 GPa
in-plane Poisson ratio = 0.061
wide-strip factor on Delta = 1.129
wide-strip Zener minimum Q = 8424
axial/transverse heat-flow rate = 0.41 %
gray phonon free path = 50 nm
gray free path / thickness = 0.0025
gas pressure = 0.01 Torr
gas-limited Q = 7.3e+06
support-limited Q, order of magnitude = 4e+05
gas loss / thermoelastic loss = 0.13 %
support loss / thermoelastic loss = 2 %
Q with gas and support estimates = 9390
```
